# Thickness of a buried graphitic layer in implanted and annealed diamond

## Problem

Thin diamond membranes that hold colour-centre qubits can be made by burying a heavily damaged layer under the surface, turning it into graphite by annealing, and etching the graphite away. This exercise relates the thickness of that layer to the ion fluence.

A broad, uniform beam of ions strikes a flat diamond surface at $z=0$; depth $z$ increases into the crystal. Each ion leaves on average $\nu$ vacancies in a Gaussian peak centred at depth $R$ with standard deviation $\sigma$. The fluence $F$ is the number of ions per unit surface area. Assume the following.

- Vacancies add up linearly with fluence, and $R$, $\sigma$ and $\nu$ do not change during the implantation.
- In the anneal, material whose vacancy density exceeds a fixed threshold $n_c$ becomes graphite, and all other material returns to diamond.
- $R$ is several times $\sigma$, so the part of the Gaussian that would lie outside the crystal is negligible, except where part (d) says otherwise.

The thickness $t$ means the depth interval of original diamond that converts. The change of volume on conversion is treated separately in part (g).

(a) Find the onset fluence $F_c$, the two edges of the layer, and $t(F)$.

(b) How does $t$ grow with $F$? Find a plot that makes the growth a straight line, the slope $dt/d\ln F$, the sign of the curvature of $t(F)$, and the behaviour just above onset.

(c) Two thicknesses $t_1$, $t_2$ are known at fluences $F_1$, $F_2$. Recover $\sigma$ and $F_c$.

(d) At what fluence does the layer reach the surface, and what is its thickness beyond that?

(e) Suppose that damage saturates: the vacancy density approaches a ceiling $N$ because already damaged sites cannot yield new vacancies. What becomes of the law?

(f) Evaluate the results for $R=1000$ nm, $\sigma=60$ nm, $\nu=150$, $n_c=3\times10^{22}$ cm$^{-3}$ and $F=6\times10^{15}$ cm$^{-2}$. These are rough values of the right size for carbon ions of about 2 MeV, whose real damage peak is skewed towards the surface rather than Gaussian (see part (g)); $\nu$ counts the vacancies in the peak, not all those along the ion's path.

(g) For the same numbers, estimate the effects that the model leaves out.

## Solution

### (a) Onset and thickness

The vacancies made by one ion, integrated over depth, must number $\nu$. Since

$$\int_{-\infty}^{\infty} e^{-(z-R)^2/(2\sigma^2)}\,dz=\sqrt{2\pi}\,\sigma ,$$

the vacancy density after fluence $F$ is

$$n(z)=\frac{F\nu}{\sqrt{2\pi}\,\sigma}\,e^{-(z-R)^2/(2\sigma^2)} .$$

The units agree: ions per area, times vacancies per ion, divided by a length, is vacancies per volume. The density is largest at $z=R$, where the exponential is one. Some material exceeds the threshold if and only if the peak does:

$$\frac{F\nu}{\sqrt{2\pi}\,\sigma}>n_c
\quad\Longleftrightarrow\quad
F>F_c,\qquad F_c=\frac{\sqrt{2\pi}\,\sigma n_c}{\nu}.$$

A broader profile dilutes the vacancies and raises the onset; a larger yield per ion lowers it. With this definition the density takes the compact form

$$\frac{n(z)}{n_c}=\frac{F}{F_c}\,e^{-(z-R)^2/(2\sigma^2)} .$$

The edges lie where the left side equals one. Multiplying by the inverse exponential and taking logarithms,

$$e^{(z-R)^2/(2\sigma^2)}=\frac{F}{F_c}
\quad\Rightarrow\quad
(z-R)^2=2\sigma^2\ln\frac{F}{F_c}.$$

For $F<F_c$ the right side is negative and there is no real solution. At $F=F_c$ the two solutions merge at $z=R$: the profile touches the threshold in one plane, and the thickness is zero. Above onset there are two edges,

$$z_\pm=R\pm\sigma\sqrt{2\ln(F/F_c)} ,$$

and the layer between them has thickness

$$\boxed{\,t=z_+-z_-=2\sigma\sqrt{2\ln(F/F_c)}\,},\qquad F>F_c .$$

The diamond cap above the layer has thickness $z_-$. It becomes thinner as the fluence rises, while the middle of the layer stays at $R$.

At $F=2F_c$ the threshold is half the peak density, so $t$ is the full width at half maximum, $2\sigma\sqrt{2\ln2}$. This gives a quick way to judge a planned fluence from a drawn damage profile.

### (b) Growth with fluence

Write $L=\ln(F/F_c)$, so that $t=2\sqrt2\,\sigma L^{1/2}$. The thickness grows as the square root of a logarithm. Squaring removes the root:

$$t^2=8\sigma^2\ln F-8\sigma^2\ln F_c .$$

A plot of $t^2$ against $\ln F$ is therefore a straight line of slope $8\sigma^2$, which meets $t^2=0$ at $F=F_c$.

Because $dL/d\ln F=1$, the logarithmic slope is

$$\frac{dt}{d\ln F}=2\sqrt2\,\sigma\cdot\frac{1}{2\sqrt L}=\frac{\sqrt2\,\sigma}{\sqrt L}=\frac{4\sigma^2}{t},$$

where the last step uses $\sqrt L=t/(2\sqrt2\,\sigma)$. A thin layer responds strongly to a small relative change of fluence, and a thick one weakly. The reason is geometrical. At an edge the density equals $n_c$, and differentiating the Gaussian gives its slope there the magnitude $n_c|z-R|/\sigma^2$. Close to the peak this slope is small, so a small relative change of height moves the crossing points far; further out the profile crosses the threshold more steeply, and they move less.

For the curvature, use $dL/dF=1/F$ twice:

$$\frac{dt}{dF}=\frac{\sqrt2\,\sigma}{F\sqrt L}>0,$$

$$\frac{d^2t}{dF^2}=-\frac{\sqrt2\,\sigma}{F^2\sqrt L}\left(1+\frac{1}{2L}\right)<0 .$$

The thickness keeps rising, but each further equal dose adds less.

Just above onset let $F=F_c(1+x)$ with $0<x\ll1$. Then $L=\ln(1+x)=x-x^2/2+\dots=x(1-x/2+\dots)$, and $\sqrt{1-x/2}=1-x/4+\dots$, so

$$t=2\sigma\sqrt{2x}\left(1-\frac{x}{4}+\dots\right).$$

Here, and not at larger fluence, the growth is a square root of the excess fluence itself. Far above onset the logarithm makes progress expensive: doubling $t$ requires $L\to4L$, hence $F/F_c\to(F/F_c)^4$.

### (c) Width and onset from two thicknesses

Subtracting the straight-line relation at $F_1$ from that at $F_2$ eliminates $F_c$:

$$t_2^2-t_1^2=8\sigma^2\ln\frac{F_2}{F_1}
\quad\Rightarrow\quad
\sigma^2=\frac{t_2^2-t_1^2}{8\ln(F_2/F_1)} .$$

Then $t_1^2=8\sigma^2\ln(F_1/F_c)$ gives

$$F_c=F_1\,e^{-t_1^2/(8\sigma^2)} .$$

Two points fix the two unknowns. A third fluence is needed to test whether the law describes the data at all.

Suppose the thickness of the finished graphite is inserted by mistake for $t$, and that it equals $\eta t$ with a constant expansion factor $\eta$. Both squared thicknesses then gain a factor $\eta^2$. The inferred $\sigma$ is too large by $\eta$, but the ratio $t_1^2/\sigma^2$ is unchanged, and so is the inferred onset.

### (d) Reaching the surface

The layer is buried as long as $z_->0$, that is

$$\sigma\sqrt{2L}<R
\quad\Longleftrightarrow\quad
F<F_s=F_c\,e^{R^2/(2\sigma^2)} .$$

For $F\ge F_s$ the upper edge is the surface itself. The converted region runs from $0$ to $z_+$, and

$$t=R+\sigma\sqrt{2\ln(F/F_c)} .$$

The two expressions agree at $F_s$, where both give $2R$. Beyond it only one edge still moves, so the growth rate is halved. For a shallow profile $\nu$ must be read as the normalization of the full Gaussian, including the part cut off by the surface.

### (e) Saturating damage

Let $g(z)=n(z)/F$ be the linear vacancy density per unit fluence. If a fraction $m/N$ of the available damage is already present, the actual density $m$ obeys

$$\frac{dm}{dF}=g\left(1-\frac{m}{N}\right),\qquad m=0\ \text{at}\ F=0 .$$

With $y=1-m/N$ this is $dy/dF=-(g/N)y$ and $y(0)=1$. Hence $y=e^{-gF/N}$ and

$$m(z)=N\left[1-e^{-Fg(z)/N}\right].$$

The actual density is an increasing function of the linear density $Fg$. The condition $m>n_c$ is therefore equivalent to $Fg>n_c^*$, where $n_c^*$ follows from setting $m=n_c$:

$$e^{-n_c^*/N}=1-\frac{n_c}{N}
\quad\Rightarrow\quad
n_c^*=-N\ln\left(1-\frac{n_c}{N}\right).$$

The linear density is still Gaussian, so the whole of part (a) holds with $n_c$ replaced by $n_c^*$:

$$t=2\sigma\sqrt{2\ln(F/F_c^*)},\qquad F_c^*=F_c\,\frac{n_c^*}{n_c} .$$

Saturation flattens the top of the damage profile, yet it leaves the form of the growth law and its slope $8\sigma^2$ intact; only the onset moves. If $n_c\ge N$ the threshold is never exceeded and no layer forms.

This also settles a matter of convention. If $n_c$ was itself obtained by comparing observed layers with a linear damage calculation, it already plays the part of $n_c^*$, and no further correction is due.

### (f) Numbers

With $\sigma=60\times10^{-7}$ cm,

$$F_c=\frac{2.507\times(60\times10^{-7}\ \text{cm})\times(3\times10^{22}\ \text{cm}^{-3})}{150}
=3.01\times10^{15}\ \text{cm}^{-2}.$$

The chosen fluence has $F/F_c=1.995$ and $L=0.6905$, so

$$t=2\times60\ \text{nm}\times\sqrt{2\times0.6905}=141\ \text{nm}=0.141\ \mu\text{m}.$$

The edges are at 929.5 and 1070.5 nm, which leaves a cap of about 930 nm. Since $F$ is almost twice the onset, $t$ nearly equals the full width at half maximum, 141.3 nm. The logarithmic slope is $4\times60^2/141=102$ nm: one per cent more fluence adds about 1 nm.

The growth law can be read from the thicknesses at several fluences, found by searching the normalized profile for its threshold crossings:

| $F$ (cm$^{-2}$) | $t$ (nm) | $t^2$ (nm$^2$) |
|---|---|---|
| $2.5\times10^{15}$ | 0 | 0 |
| $3.1\times10^{15}$ | 29.5 | 868 |
| $4.0\times10^{15}$ | 90.6 | 8209 |
| $6.0\times10^{15}$ | 141.0 | 19886 |
| $1.0\times10^{16}$ | 186.0 | 34598 |
| $1.5\times10^{16}$ | 215.1 | 46276 |

Two pairs of rows share the fluence ratio 1.5. From $4$ to $6\times10^{15}$ cm$^{-2}$ the thickness rises by 50.4 nm; from $1$ to $1.5\times10^{16}$ cm$^{-2}$ it rises by 29.1 nm. The squares rise by 11677 and 11678 nm$^2$, equal within rounding, as they must on a line of slope $8\sigma^2=28800$ nm$^2$.

Just above onset, at $F/F_c=1.01$, the same search gives 16.93 nm. The leading square root gives 16.97 nm, and the factor $1-0.01/4$ accounts for the difference.

For part (c), take the rows at $4\times10^{15}$ and $1\times10^{16}$ cm$^{-2}$:

$$\sigma^2=\frac{34598-8209}{8\ln2.5}\ \text{nm}^2=3600\ \text{nm}^2 ,$$

so $\sigma=60$ nm. The onset follows as $4\times10^{15}\,e^{-8209/28800}=3.01\times10^{15}$ cm$^{-2}$. Both input values are recovered.

For part (d), the Gaussian alone would reach the surface at $F/F_c=10^{60.3}$. This number has no physical meaning beyond showing that the Gaussian tail does not set the limit here.

### (g) What the model leaves out

**Expansion.** Graphite holds fewer atoms per volume than diamond: $1.137\times10^{23}$ against $1.763\times10^{23}$ cm$^{-3}$, from their lattice constants. If the layer converts fully to dense graphite, keeps its atoms, and expands in depth alone, its thickness grows by the ratio 1.55. The 141 nm of diamond become about 219 nm of graphite, and the surface rises by about 78 nm. A cap that resists this expansion puts the layer under pressure, and a porous or disordered layer has another density, so 219 nm is an estimate for the stated conditions.

**Saturation.** At the example fluence the linear peak density is $5.98\times10^{22}$ cm$^{-3}$, a third of the atom density. If $n_c$ is an actual vacancy density and not one inferred from a linear calculation (see part (e)), taking the atom density as the ceiling $N$ moves the onset to $3.30\times10^{15}$ cm$^{-2}$ and reduces $t$ to 131 nm. A lower assumed ceiling of $7\times10^{22}$ cm$^{-3}$ moves it to $3.93\times10^{15}$ cm$^{-2}$ and gives 110 nm. Integrating the rate equation depth by depth gives these thicknesses, in agreement with the shifted law. The linear peak would equal the atom density at $F=1.77\times10^{16}$ cm$^{-2}$, so near and above that fluence the linear density cannot be taken literally at the peak. The edges, where the density is $n_c$, still follow the shifted law if the rate equation holds.

**Damage between surface and peak.** Ions also displace atoms on their way in. As a simple illustration, add a shelf of constant height, 10 % of the Gaussian peak, that fades out smoothly around $R$:

$$\frac{n}{n_c}=\frac{F}{F_c}\left[e^{-u^2/2}+\frac{0.10}{2}\,\text{erfc}\frac{u}{\sqrt2}\right],\qquad u=\frac{z-R}{\sigma}.$$

The edges move to 919.9 and 1071.7 nm and the thickness to 152 nm. The shallow edge moves by almost 10 nm and the deep one by about 1 nm, because the added damage lies mainly on the surface side. The shelf also ends the buried regime at a far lower fluence than the Gaussian tail does. Near the surface its density is $0.10\,n_cF/F_c$, which reaches the threshold at $F=F_c/0.10=3.0\times10^{16}$ cm$^{-2}$. In this model the whole cap then converts. Saturation shifts this limit by the same factor $n_c^*/n_c$ as the onset. In a real profile the damage rises gradually from the surface towards the peak, so the cap is consumed gradually and not all at once. The peak itself is also skewed: for MeV carbon ions its half-width on the surface side is roughly two to three times that on the deep side. A real layer therefore grows mainly towards the surface and does not stay centred on $R$, an effect stronger than the flat shelf suggests.

The shelf contains about $0.10\,\nu R/(\sqrt{2\pi}\,\sigma)\approx100$ vacancies per ion, in addition to the 150 in the peak. A calculated total yield per ion must therefore not be inserted for $\nu$ without first separating off the part outside the peak.

**Threshold and yield.** The law contains $\nu$ and $n_c$ only through $F\nu/n_c$, so a small relative error in $\nu$ acts like the same error in the fluence, and one in $n_c$ like an error of opposite sign. At fixed fluence, $n_c=2\times10^{22}$ cm$^{-3}$ gives 178 nm, while $5\times10^{22}$ cm$^{-3}$ gives 72 nm. A vacancy yield lower by 20 %, for example because some vacancies recombine during a warm implantation, gives 116 nm. This sensitivity falls with increasing thickness, as $4\sigma^2/t$ shows.

**Extra broadening.** Let the profile be wider than assumed at fixed $F$, $\nu$ and $n_c$. Since $F_c\propto\sigma$, we have $dL/d\sigma=-1/\sigma$, and

$$\frac{dt}{d\sigma}=2\sqrt2\left(\sqrt L-\frac{1}{2\sqrt L}\right)=\frac{2\sqrt2}{\sqrt L}\left(L-\frac12\right).$$

Widening moves the flanks outward but lowers the peak. The two effects cancel to first order at $L=1/2$, and the example, with $L=0.69$, is close to that point. A further Gaussian spread of 10 nm, added in quadrature, raises $\sigma$ only from 60 to 60.8 nm. Together with the near cancellation, this changes $t$ only from 141.0 to 141.5 nm.

**Vacancy migration.** Take an anneal of one hour at 1200 °C, a migration barrier of 2.3 eV and an attempt rate $\Gamma=10^{13}$ s$^{-1}$ as rough inputs. A vacancy can hop to four neighbours at the bond length $b=0.154$ nm, so its diffusivity is $D=(4b^2\Gamma/6)\,e^{-E/(k_BT)}$. The spread along depth, $\sqrt{2D\tau}$ after time $\tau$, comes to about 4 µm. Free vacancies would thus erase the profile. Applying the threshold to the profile as implanted assumes that they are captured, or that the layer converts, before they spread.

To estimate capture, treat every other vacancy as an absorbing sphere of radius $b$. Steady diffusion around such a sphere has the concentration $c(r)=c_\infty(1-b/r)$, and the inward current is $4\pi r^2D\,dc/dr=4\pi bDc_\infty$. With $n_c$ spheres per volume, a steady depth profile obeys $D\,d^2c/dz^2=4\pi bDn_c\,c$ and decays over the length

$$\lambda=\frac{1}{\sqrt{4\pi bn_c}}=0.13\ \text{nm}.$$

This is shorter than one bond, so the continuum picture has broken down and $\lambda$ is not a reliable distance. It does indicate capture within about one hop at the density of the layer edge, which supports the neglect of long-range migration there. In weakly damaged regions capture is slower.

**Added carbon.** If the stopped ions are distributed like the vacancies, their peak density is the vacancy peak divided by $\nu$, or 0.23 % of the atom density. All the implanted atoms together, $6\times10^{15}$ per cm$^2$, would fill only 0.34 nm of diamond, which is negligible beside the layer thickness of 141 nm.

**Use for real membranes.** The least secure input is the threshold: values inferred for diamond spread roughly from $10^{22}$ to $10^{23}$ cm$^{-3}$ and depend on depth and on implantation and annealing conditions. At the upper end of that range the example fluence would produce no layer, because its linear peak density is lower. Real material also departs from the sharp rule that everything below threshold returns to diamond: the cap and the layer edges can keep residual defects, which matter for qubits even where they do not alter $t$. For design, the 141 nm is therefore a nominal value, uncertain by roughly 30 nm if threshold and yield carry independent errors of 20 % each, as the logarithmic slope of 102 nm shows. That figure presumes a threshold calibrated for the process; over the full range quoted above, the law gives anything from 227 nm to no layer. Measuring the thickness at three or more fluences, with the ion energy and all temperatures held fixed, and converting it to the depth interval of original diamond, replaces the assumed $\sigma$ and $F_c$ by fitted ones and tests the straight line of $t^2$ against $\ln F$. The fitted values are effective ones. The flat shelf above raises the local slope from 1.10 to 1.17 times $8\sigma^2$ between $4\times10^{15}$ and $1\times10^{16}$ cm$^{-2}$, so a nearly straight line over a narrow range does not prove that the profile is purely Gaussian. The skewed profile of MeV ions bends the plot upward far more: its slope can double between just below and just above $F=2F_c$ and keeps rising. For such ions the law and its fitted $\sigma$ and $F_c$ should be used only within the measured range of fluence, and larger fluences call for the threshold crossings of a calculated damage profile.

## Computed results

```
Peak depth R = 1000 nm, sigma = 60 nm
Vacancies per ion in the peak = 150
Threshold n_c = 3.00e+22 cm^-3
Onset fluence F_c = 3.008e+15 cm^-2
Example fluence F = 6.00e+15 cm^-2, F/F_c = 1.9947
ln(F/F_c) = 0.6905
Linear peak density = 5.984e+22 cm^-3
Layer edges = 929.5 and 1070.5 nm
Layer thickness t = 141.0 nm = 0.1410 um
Profile full width at half maximum = 141.3 nm
Slope dt/dlnF at F = 102.1 nm
Near onset, F/F_c = 1.01: t = 16.928 nm
  leading square-root estimate = 16.971 nm
Fluence (cm^-2), thickness (nm), thickness squared (nm^2):
  2.50e+15  0.0  0
  3.10e+15  29.5  868
  4.00e+15  90.6  8209
  6.00e+15  141.0  19886
  1.00e+16  186.0  34598
  1.50e+16  215.1  46276
Slope of t^2 against ln F, 8 sigma^2 = 28800 nm^2
Recovered from two thicknesses: sigma = 60.00 nm
  and onset = 3.008e+15 cm^-2
Neglected effects at the example fluence:
Diamond atom density = 1.763e+23 cm^-3
Graphite atom density = 1.137e+23 cm^-3
Expansion factor on full conversion = 1.550
Thickness as dense graphite = 218.6 nm
Surface rise = 77.6 nm
Saturation ceiling 1.76e+23 cm^-3: t = 131.3 nm
  shifted onset = 3.297e+15 cm^-2
Saturation ceiling 7.00e+22 cm^-3: t = 110.5 nm
  shifted onset = 3.928e+15 cm^-2
Shelf of 10 % of peak: t = 151.8 nm
  edges = 919.9 and 1071.7 nm
  shelf reaches threshold at F = 3.01e+16 cm^-2
Gaussian-only surface limit: log10(F/F_c) = 60.3
Linear peak equals atom density at F = 1.77e+16 cm^-2
Threshold 2.0e+22 cm^-3 instead: t = 177.7 nm
Threshold 5.0e+22 cm^-3 instead: t = 71.9 nm
Vacancy yield lower by 20 %: t = 116.0 nm
Extra broadening of 10 nm: t = 141.5 nm
Anneal: 1200 C for 3600 s
Migration barrier 2.3 eV, attempt rate 1e+13 s^-1
Free vacancy diffusion length = 3937 nm
Capture length at threshold density = 0.13 nm
Bond length = 0.154 nm
Added carbon at peak = 0.23 % of atoms
```
